# Acoustic phonon damping by free carriers and thermal conductivity of doped silicon, part 1

(Sections cited here and not found follow in the second part.)

**Problem: damping of acoustic phonons by free carriers and the thermal conductivity of doped silicon**

A crystal of density $\rho$ and volume $\Omega$ at temperature $T$ holds $n$ conduction electrons per unit volume. They occupy valleys $i$ with symmetry axes $\mathbf a_i$ (unit vectors) and parabolic energies $\varepsilon_{\mathbf k}=\sum_j\hbar^2k_j^2/2m_j$, with $\mathbf k$ measured from the valley minimum, mass $m_l$ along $\mathbf a_i$ and $m_t$ across it. Each orbital state holds two spins. An acoustic phonon has wavevector $\mathbf q=q\hat{\mathbf q}$, real unit polarization $\mathbf e$, frequency $\omega$ and phase velocity $v=\omega/q$. The electrons are held in a Fermi distribution $f_{\mathbf k}$ at rest in the lattice, with chemical potential $\mu=\eta kT$ measured from the band edge; their collisions with impurities are taken to remove any momentum the phonons hand them, so phonon drag is absent. Only intravalley transitions are kept. The lifetime $\tau$ is the decay time of the phonon occupation. Units are SI, and $kT$ stands for $k_BT$. In silicon the six valleys lie along $\pm x,\pm y,\pm z$. The numerical check supplies the main numbers; some variations quoted in parts (f) to (h) use the same formulas with other settings.

**(a) Find the electron–phonon matrix element in the deformation-potential approximation, and express $1/\tau$ through a sum over the electron states of one valley, ignoring screening.**

*Solution.* A slowly varying strain $s_{jk}=\tfrac12(\partial_ju_k+\partial_ku_j)$ shifts the minimum of valley $i$ by $\delta\varepsilon_i=\Xi^{(i)}_{jk}s_{jk}$ to first order. A symmetric second-rank tensor invariant under a threefold or fourfold axis has two independent components, so $\Xi^{(i)}_{jk}=\Xi_d\delta_{jk}+\Xi_ua_{ij}a_{ik}$.

The displacement of one mode is $\mathbf u=u_0\mathbf e\,(b\,e^{i\mathbf q\cdot\mathbf r}+b^\dagger e^{-i\mathbf q\cdot\mathbf r})$. Since $\dot b=-i\omega b$, the mean of $\dot{\mathbf u}^2$ in a state of $N$ quanta is $\omega^2u_0^2\langle bb^\dagger+b^\dagger b\rangle=\omega^2u_0^2(2N+1)$. The kinetic energy $\tfrac12\rho\Omega\,\omega^2u_0^2(2N+1)$ of a harmonic oscillator is half its total energy, $\tfrac14\hbar\omega(2N+1)$, which fixes $u_0^2=\hbar/2\rho\Omega\omega$. Each derivative brings down $\pm iq_j$, so

$$\delta\varepsilon_i(\mathbf r)=iqu_0D_i\,(b\,e^{i\mathbf q\cdot\mathbf r}-b^\dagger e^{-i\mathbf q\cdot\mathbf r}),\qquad D_i=\Xi_d\,\hat{\mathbf q}\cdot\mathbf e+\Xi_u(\hat{\mathbf q}\cdot\mathbf a_i)(\mathbf e\cdot\mathbf a_i).\tag{1}$$

For $q$ small against a reciprocal lattice vector the periodic parts of the Bloch functions at $\mathbf k$ and $\mathbf k+\mathbf q$ have unit overlap, and the plane wave connects $\mathbf k$ to $\mathbf k+\mathbf q$ with matrix element 1. The squared coupling is $|g_i|^2=\hbar D_i^2q^2/2\rho\Omega\omega$.

Write $f=f_{\mathbf k}$, $f'=f_{\mathbf k+\mathbf q}$ and $x=\hbar\omega/kT$. Absorption takes an electron from $\mathbf k$ to $\mathbf k+\mathbf q$ with statistical factor $Nf(1-f')$; emission reverses it with $(N+1)f'(1-f)$. Both have the same $|g_i|^2$ and the same energy condition. Emission minus absorption is

$$W=f'(1-f)(N+1)-f(1-f')N=f'(1-f)-N(f-f'),$$

because the products $Nff'$ cancel. On the energy shell the Fermi function obeys $f(1-f')/[f'(1-f)]=e^{x}$, since $f/(1-f)=e^{\eta-\varepsilon/kT}$. Then $f-f'=f(1-f')-f'(1-f)=(e^x-1)f'(1-f)$, that is $f'(1-f)=N_0(f-f')$ with $N_0=1/(e^x-1)$, and $W=-(N-N_0)(f-f')$. The golden rule gives $\dot N=-(N-N_0)/\tau_i$ with

$$\frac1{\tau_i}=\frac{2\pi}{\hbar}|g_i|^2\,2\sum_{\mathbf k}(f-f')\,\delta(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}-\hbar\omega).\tag{2}$$

The factor 2 counts spins. The decay is exactly exponential as long as $f$ is held fixed. Define the Lindhard function of the valley,

$$\chi_i(\mathbf q,\omega)=\frac2\Omega\sum_{\mathbf k}\frac{f-f'}{\hbar\omega-\Delta+i0},\qquad \Delta=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}.\tag{3}$$

With $\mathrm{Im}\,1/(y+i0)=-\pi\delta(y)$, the spin-summed sum in (2) equals $-\Omega\,\mathrm{Im}\chi_i/\pi$, and

$$\frac1{\tau_i}=\frac{2\pi}{\hbar}\,\frac{\hbar D_i^2q^2}{2\rho\Omega\omega}\left(-\frac{\Omega\,\mathrm{Im}\chi_i}{\pi}\right)=-\frac{q^2D_i^2}{\rho\omega}\,\mathrm{Im}\chi_i.\tag{4}$$

Sharp delta functions presume that an electron keeps its wavevector over many phonon wavelengths, $ql\gg1$ with $l$ the mean free path. Part (e) lifts this condition.

**(b) Reduce $\chi_i$ to a one-dimensional integral and find $1/\tau_i$ in closed form for any degeneracy.**

*Solution.* Scale each principal axis (Herring–Vogt transformation): $p_j=\hbar k_j/\sqrt{2m_jkT}$, so that $\varepsilon=kT\,p^2$. The Jacobian is $d^3k=(2m_dkT)^{3/2}\hbar^{-3}d^3p$ with $m_d^3=m_lm_t^2$. Hence

$$\frac2\Omega\sum_{\mathbf k}\to\frac{2(2m_dkT)^{3/2}}{8\pi^3\hbar^3}\int d^3p=\frac{N_1}{\pi^{3/2}}\int d^3p,\qquad N_1=2\left(\frac{m_dkT}{2\pi\hbar^2}\right)^{3/2}.$$

The phonon wavevector maps to a vector $\boldsymbol\sigma$ with $\sigma_j=\hbar q_j/\sqrt{2m_jkT}$, of squared length

$$\sigma^2=\frac{\hbar^2q^2}{2m_ikT},\qquad\frac1{m_i}=\frac{(\hat{\mathbf q}\cdot\mathbf a_i)^2}{m_l}+\frac{1-(\hat{\mathbf q}\cdot\mathbf a_i)^2}{m_t}.$$

Let $u$ be the component of $\mathbf p$ along $\boldsymbol\sigma$. In the term of (3) with $f$, $\Delta/kT=2\sigma u+\sigma^2$, and the denominator is $kT(x-\sigma^2-2\sigma u)=2\sigma kT(z_--u)$. In the term with $f'$, take $\mathbf p'=\mathbf p+\boldsymbol\sigma$ as the variable; then $\Delta/kT=p'^2-(\mathbf p'-\boldsymbol\sigma)^2=2\sigma u'-\sigma^2$, and the denominator is $2\sigma kT(z_+-u')$. Here $z_\mp=(x\mp\sigma^2)/2\sigma$. The two transverse components enter only through the occupation. With $t=p_\perp^2$ and $d^2p_\perp=\pi\,dt$,

$$\int d^2p_\perp\,f=\pi\int_0^\infty\frac{dt}{e^{t+u^2-\eta}+1}=\pi F(u),\qquad F(u)=\ln(1+e^{\eta-u^2}).$$

Collecting the factors $N_1\pi^{-3/2}\cdot\pi/(2\sigma kT)$,

$$\chi_i=\frac{N_1}{2\sqrt\pi\,kT\sigma}\,[h(z_-)-h(z_+)],\qquad h(z)=\int_{-\infty}^\infty\frac{F(u)\,du}{z-u+i0}.\tag{5}$$

The same reduction gives the valley density $n_i=N_1\pi^{-1/2}\int F\,du$.

Since $\mathrm{Im}\,h(z)=-\pi F(z)$, we have $-\mathrm{Im}\chi_i=N_1\sqrt\pi\,L/(2kT\sigma)$ with $L=F(z_-)-F(z_+)$. Inserting $N_1$ and $1/\sigma=\sqrt{2m_ikT}/\hbar q$,

$$\frac{N_1\sqrt\pi}{2kT\sigma}=\frac{m_d^{3/2}(kT)^{1/2}\sqrt\pi\,\sqrt{2m_ikT}}{(2\pi)^{3/2}\hbar^4q}=\frac{m_d^{3/2}m_i^{1/2}kT}{2\pi\hbar^4q},$$

and (4) with $q/\omega=1/v$ becomes

$$\frac1{\tau_i}=\frac{D_i^2m_d^{3/2}m_i^{1/2}kT}{2\pi\rho v\hbar^4}\,\ln\frac{1+e^{\eta-z_-^2}}{1+e^{\eta-z_+^2}}.\tag{6}$$

The arguments have a direct meaning. Expanding the squares,

$$z_\mp^2=\frac{x^2}{4\sigma^2}\mp\frac x2+\frac{\sigma^2}4=\frac{m_iv^2}{2kT}\mp\frac{\hbar\omega}{2kT}+\frac{\hbar^2q^2}{8m_ikT}.\tag{7}$$

The delta function fixes $u=z_-$, so $kTz_-^2$ is the least energy of an electron able to absorb the phonon, and $kTz_+^2=kTz_-^2+\hbar\omega$ is its energy afterwards. The term $m_iv^2/2$ is the energy needed to keep pace with the wave. The term $\hbar^2q^2/8m_i$ is the energy at momentum $\hbar q/2$: the collision is almost elastic, and an elastic change of momentum by $\hbar\mathbf q$ needs an initial component $-\hbar q/2$ along it (in the scaled coordinates, for an anisotropic valley).

**(c) Take the nondegenerate limit and its long-wave form. How does degeneracy change the long-wave coefficient and the cutoff?**

*Solution.* For $e^\eta\ll1$, $F\to e^{\eta-u^2}$ and $n_i=N_1e^\eta$, so the condition is $n\ll N_c=6N_1$ in silicon. By (7), $L=e^\eta\,2\sinh(x/2)\,e^{-m_iv^2/2kT-\hbar^2q^2/8m_ikT}$. In (4) the prefactor of $\sinh(x/2)$ and the exponential becomes

$$\frac{q^2D_i^2}{\rho\omega}\,\frac{n_i\sqrt\pi}{2kT}\,\frac{\sqrt{2m_ikT}}{\hbar q}\cdot2=\frac{n_iD_i^2\sqrt{2\pi m_i}}{\rho v\hbar\sqrt{kT}},$$

so that

$$\frac1{\tau_i}=\frac{n_iD_i^2\sqrt{2\pi m_i}}{\rho v\hbar\sqrt{kT}}\,\sinh\!\frac{\hbar\omega}{2kT}\;e^{-m_iv^2/2kT}\,e^{-q^2/q_{T,i}^2},\qquad q_{T,i}=\frac{\sqrt{8m_ikT}}\hbar.\tag{8}$$

The density-of-states mass has dropped out in favour of $n_i$. Valleys with equal $D_i$ and $m_i$ contribute through their total density, so at fixed $n$ the number of such valleys does not appear. The program tests (6) and (8) against a direct quadrature of (2) in the unscaled ellipsoid at an oblique $\mathbf q$.

For $\hbar\omega\ll kT$ and $q\ll q_T$, $\sinh(x/2)\to\hbar\omega/2kT$, and $\sqrt{2\pi}/2=\sqrt{\pi/2}$ gives

$$\frac1{\tau_i}=\sqrt{\frac{\pi m_i}2}\,\frac{n_iD_i^2\,e^{-m_iv^2/2kT}}{\rho v(kT)^{3/2}}\;\omega.\tag{9}$$

The rate is linear in $\omega$ and in $n_i$, and contains no $\hbar$: it is Landau damping of the sound wave by the electrons whose velocity along $\mathbf q$ matches $v$. Above $q_T$ few thermal electrons have momentum $\hbar q/2$, and the rate falls as a Gaussian.

For any degeneracy and small $x$, $L$ is the difference of $\ln(1+e^{\eta-y})$ between $y=z_-^2$ and $y=z_-^2+x$, which is $x/(e^{z_-^2-\eta}+1)$. At long wavelength $z_-^2\approx m_iv^2/2kT\ll1$, so $L\approx xf(0)$ with $f(0)=1/(1+e^{-\eta})$ the occupation of the band edge. Equation (9) corresponds to $L\approx xn_i/N_1$. The true coefficient is therefore (9) multiplied by $f(0)N_c/n$. For $\eta\gg1$, $f(0)\to1$ and (6) gives $1/\tau_i\to D_i^2m_d^{3/2}m_i^{1/2}\omega/2\pi\rho v\hbar^3$, independent of $n$. The rate keeps this value until $z_-^2\approx\sigma^2/4$ reaches $\eta$, that is until $q=2\sqrt{2m_i\mu}/\hbar$, written $2k_F$ below. In the degenerate range added carriers leave the long-wave rate unchanged and extend it to larger $q$, as $\mu^{1/2}\propto n^{1/3}$.

The full complex $\chi_i$ is needed next. The Faddeeva function is defined for $\mathrm{Im}\,z>0$ by $w(z)=(i/\pi)\int e^{-u^2}du/(z-u)$, so $h=-i\pi e^\eta w$ and

$$\chi_i=-\frac{i\sqrt\pi\,n_i}{2kT\sigma}\,[w(z_-)-w(z_+)].\tag{10}$$

Using $\partial_z(z-u)^{-1}=-\partial_u(z-u)^{-1}$, integrating by parts, and writing $-2u=2(z-u)-2z$ gives $w'=2i/\sqrt\pi-2zw$. At $z=+i0$ the principal value vanishes by oddness and the delta term gives $w(0)=1$. The differential equation then yields term by term $w=1+2iz/\sqrt\pi-z^2-4iz^3/3\sqrt\pi+\dots$ For large $|z|$, expanding $1/(z-u)$ in powers of $u/z$ gives $w\approx(i/\sqrt\pi z)(1+1/2z^2+\dots)$. Two limits follow. At $\omega=0$, $z_\mp=\mp\sigma/2$, only odd powers survive, $w(z_-)-w(z_+)=-2i\sigma/\sqrt\pi+i\sigma^3/3\sqrt\pi$, and

$$\chi_i(q,0)=-\frac{n_i}{kT}\left(1-\frac{\sigma^2}6+\dots\right).\tag{11}$$

For $\sigma\to0$ at fixed $\zeta=x/2\sigma=\omega/qv_0$, $v_0=\sqrt{2kT/m_i}$, the difference is $-\sigma w'(\zeta)$, and

$$\chi_i=-\frac{n_i}{kT}R(\zeta),\qquad R=1+i\sqrt\pi\,\zeta\,w(\zeta)=1+i\sqrt\pi\zeta-2\zeta^2+\dots\tag{12}$$

For a sound wave $\zeta^2=m_iv^2/2kT$.

**(d) The carriers are charged and move in response to the wave. Include this in the random-phase approximation, obtain the lifetime from the equation of motion of the lattice, and decide when the law (9) survives.**

*Solution.* First, $\chi_i$ is the density response. For a perturbation $\phi\,e^{i\mathbf q\cdot\mathbf r-i\omega t}$ of the electron energy, the equation $i\hbar\dot{\hat\varrho}=[H,\hat\varrho]$ for the one-particle density matrix has the first-order element $\hbar\omega\varrho_{\mathbf k+\mathbf q,\mathbf k}=\Delta\,\varrho_{\mathbf k+\mathbf q,\mathbf k}+\phi(f-f')$. Solving with a slow switch-on ($\omega\to\omega+i0$) and summing over states gives $\delta n_i=\chi_i\phi$.

Take a classical wave $\mathbf u=\mathbf e\,u\,e^{i\mathbf q\cdot\mathbf r-i\omega t}$. By (1) the bare potential is $iquD_i$. The induced density $\delta n=\sum_j\delta n_j$ adds, by Poisson's equation in a host of permittivity $\epsilon_r\epsilon_0$, the energy $V\delta n$ with $V=e^2/\epsilon_r\epsilon_0q^2$, positive because electrons repel, and the same in every valley. In mean field each valley responds to the total potential $iquU_i$. With $\delta n=iquS$,

$$U_i=D_i+VS,\qquad S=\sum_j\chi_jU_j=\sum_j\chi_jD_j+VS\sum_j\chi_j.$$

Define $\epsilon_c=1-V\sum_j\chi_j$ and $\bar D=\sum_j\chi_jD_j/\sum_j\chi_j$. Then $VS=V\bar D\sum_j\chi_j/\epsilon_c=\bar D(1-\epsilon_c)/\epsilon_c$, and

$$U_i=(D_i-\bar D)+\bar D/\epsilon_c.\tag{13}$$

Only the mean of the deformation potentials is screened. The deviations from the mean raise the density in some valleys and lower it in others with no net charge, so no field opposes them.

The coupling energy is $\int\sum_i\delta n_i\,\Xi^{(i)}_{jk}\partial_ju_k\,d^3r$. Minus its variation with $u_k$, after an integration by parts, is the force density $\sum_i\Xi^{(i)}_{jk}\partial_j\delta n_i$. Its component along $\mathbf e$ is $\sum_iiqD_i\,\delta n_i=\sum_iiqD_i\chi_i\,iquU_i=-q^2\Pi u$, where $\Pi=\sum_iD_i\chi_iU_i$. Newton's equation $-\rho\omega^2u=-\rho\omega_0^2u-q^2\Pi u$ gives

$$\rho\omega^2=\rho\omega_0^2+q^2\Pi(\mathbf q,\omega).\tag{14}$$

To first order in $\Pi$, $\omega=\omega_0+q^2\Pi(\omega_0)/2\rho\omega_0$. The amplitude varies as $e^{\mathrm{Im}\omega\,t}$ and the energy, proportional to the occupation, as its square, so $1/\tau=-2\,\mathrm{Im}\,\omega=-q^2\mathrm{Im}\Pi/\rho\omega_0$. For real frequency $D_i$ and $V$ are real, so $D_i=U_i^*-VS^*$ and $\Pi=\sum_i|U_i|^2\chi_i-V|S|^2$. The last term is real. Therefore

$$\frac1\tau=-\frac{q^2}{\rho\omega}\sum_i|U_i|^2\,\mathrm{Im}\chi_i.\tag{15}$$

For $V=0$ this is (4), which confirms the golden-rule factors by a classical route. With screening, (6), (8) and (9) hold with $D_i^2\to|U_i|^2$, summed over valleys. The program tests (15) against the inverse of the six-valley response matrix and against the complex root of (14).

At long wavelength the weights in $\bar D$ are needed. For any statistics, (5) at $\omega=0$, $\sigma\to0$ gives $\chi_i=-N_1h'(0)/2\sqrt\pi kT$. Integrating by parts as for $w$, $h'(0)=\int F'(u)\,du/(-u)$, and $F'=-2uf(u)$ with $f(u)=1/(e^{u^2-\eta}+1)=\partial F/\partial\eta$. So $h'(0)=2\int f\,du$ and $\chi_i=-\partial n_i/\partial\mu$, the same for every valley and every direction of $\mathbf q$. A sound wave has small but finite $\zeta$. By (12) the first-order correction to the weights is imaginary, so it adds an imaginary part of order $\zeta$ to the real number $D_i-\bar D$ and changes $|U_i|^2$ only at order $\zeta^2$. To that accuracy the weights are equal. For the $\langle100\rangle$ valleys the average of $a_ja_k$ is $\delta_{jk}/3$, and for Boltzmann statistics (11) gives $\epsilon_c$:

$$\bar D=(\Xi_d+\tfrac13\Xi_u)\,\hat{\mathbf q}\cdot\mathbf e,\qquad\epsilon_c\approx1+\frac{q_D^2}{q^2},\qquad q_D^2=\frac{ne^2}{\epsilon_r\epsilon_0kT}.$$

For $q\ll q_D$ the vertex tends to $U_i=\Xi_u[(\hat{\mathbf q}\cdot\mathbf a_i)(\mathbf e\cdot\mathbf a_i)-\tfrac13\hat{\mathbf q}\cdot\mathbf e]$, free of $\Xi_d$. Three cases show the range of behaviour.

For the longitudinal mode along $[100]$, the two $x$ valleys (density $n/3$ together, mass $m_l$) have $U=2\Xi_u/3$, and the other four (density $2n/3$, mass $m_t$) have $U=-\Xi_u/3$. Then $1/\tau=A\omega$ with

$$A=\sqrt{\frac\pi2}\,\frac{n\,\Xi_u^2}{\rho v(kT)^{3/2}}\left[\frac4{27}\sqrt{m_l}\,e^{-m_lv^2/2kT}+\frac2{27}\sqrt{m_t}\,e^{-m_tv^2/2kT}\right].\tag{16}$$

For the longitudinal mode along $[111]$, all six valleys have the same $D_i$ and $m_i$, so $D_i-\bar D=0$ exactly and $U=\bar D/\epsilon_c\approx\bar Dq^2/q_D^2$. The rate is (9) times $(q/q_D)^4$ and goes as $q^5$. The same holds for a single band in any direction. The program finds the logarithmic slopes 1.000 for $[100]$ and 4.999 for $[111]$, and tests that the $[100]$ rate at $q\ll q_D$ agrees with (16) and does not respond to a tenfold change of $\Xi_d$.

For a purely transverse mode $\bar D=0$ at equal weights, and the coupling $\Xi_u(\hat{\mathbf q}\cdot\mathbf a_i)(\mathbf e\cdot\mathbf a_i)$ is unscreened. It vanishes for $\mathbf q$ along $[100]$, and for $\mathbf q$ in a cube face with $\mathbf e$ normal to that face.

Within the collisionless treatment ($ql\gg1$), the linear law at $q\ll q_D$ thus belongs to a many-valley conductor and to strains that split its valleys. In a single-valley semiconductor with deformation-potential coupling alone, (9) holds only in the window $q_D\ll q\ll q_T$, which narrows as $n$ grows, since $q_D\propto\sqrt n$. For masses of 0.07 to 0.3 $m_e$ and $\epsilon_r\approx12$ to 13 at 300 K, $q_D$ would reach $q_T$ only at several times the effective density of states, so (9) fails through degeneracy before the window shuts.

**(e) Let the electrons relax at a rate $\nu=1/\tau_e$ toward local equilibrium within their own valley. What replaces $\chi_i$, and what happens for $ql\ll1$?**

*Solution.* Add the term $-i\hbar\nu(\hat\varrho-\hat\varrho_{\rm loc})$ to the equation of motion, where $\hat\varrho_{\rm loc}$ is the equilibrium state with a local shift $\delta\mu$ of the valley's chemical potential (Mermin's scheme). A shift $\delta\mu$ acts as a static potential $-\delta\mu$, so the static response of part (d) gives the element $\delta\mu(f-f')/\Delta$ and the density $-\chi^0\delta\mu$, with $\chi^0=\chi_i(\mathbf q,0)$. Collisions conserve the number in the valley if this density equals $\delta n_i$, so $\delta\mu=-\delta n_i/\chi^0$. With $E=\hbar(\omega+i\nu)$,

$$(E-\Delta)\,\varrho_{\mathbf k+\mathbf q,\mathbf k}=\phi(f-f')+i\hbar\nu\,\delta\mu\,(f-f')/\Delta.$$

Divide by $E-\Delta$, use $1/[\Delta(E-\Delta)]=E^{-1}[1/\Delta+1/(E-\Delta)]$, and sum over states. With $\chi^\nu=\chi_i(\mathbf q,\omega+i\nu)$, and since the sum of $(f-f')/\Delta$ is $-\chi^0$,

$$\delta n_i=\phi\chi^\nu+\frac{i\nu}{\omega+i\nu}\,\delta n_i\left(1-\frac{\chi^\nu}{\chi^0}\right).$$

Moving the $\delta n_i$ terms to the left and multiplying by $(\omega+i\nu)/\omega$,

$$\chi_i^M=\frac{(1+i\nu/\omega)\,\chi^\nu}{1+(i\nu/\omega)\,\chi^\nu/\chi^0}.\tag{17}$$

The derivation of (15) used only $\delta n_i=\chi_i\phi$, so (15) holds with $\chi_i^M$. For $\nu\to0$, (17) returns $\chi_i$.

For Boltzmann carriers at small $\sigma$, (12) gives $\chi^M_i=-(n_i/kT)(\omega+i\nu)R/(\omega+i\nu R)$ with $\zeta=(\omega+i\nu)/qv_0$. Define $l=\tau_e\sqrt{kT/m_i}$. For $ql\ll1$, $|\zeta|$ is large and the asymptotic series gives $R=1-(1+1/2\zeta^2)=-1/2\zeta^2$. For $\omega\ll\nu$ this is $q^2v_0^2/2\nu^2=(ql)^2$, so $\nu R=\mathcal Dq^2$ with the diffusion constant $\mathcal D=kT\tau_e/m_i$. Replacing $\omega+i\nu$ by $i\nu$ in the numerator and dividing numerator and denominator by $i$,

$$\chi_i^M\to-\frac{n_i}{kT}\,\frac{\mathcal Dq^2}{\mathcal Dq^2-i\omega},\qquad-\mathrm{Im}\chi_i^M=\frac{n_i}{kT}\,\frac{\omega\mathcal Dq^2}{(\mathcal Dq^2)^2+\omega^2}.\tag{18}$$

The program tests (17) in both limits. When $\mathcal Dq^2\gg\omega$, which means $ql\gg v/\sqrt{kT/m_i}$, the ratio of (18) to the collisionless value $(n_i/kT)\sqrt\pi\,\omega/qv_0$ is $v_0/\sqrt\pi\mathcal Dq=\sqrt{2/\pi}/ql$. Diffusing electrons lag the wave more than free ones, so in this window collisions increase the damping and the collisionless rate is not an upper bound. At $ql=0.3$ the estimate is $0.798/0.3=2.66$; the full expression (17) gives 2.94, so the leading-order estimate is about 10% below the full value. Two corrections of opposite sign were dropped. Since $(\omega+i\nu)R/(\omega+i\nu R)=(1-i\omega/\nu)/(1-i\omega/\nu R)$, the term linear in $\omega$ is $i(\omega/\nu)(1/R-1)$, and the next asymptotic term, $R=(ql)^2-3(ql)^4$, raises it by a relative $2(ql)^2$ at leading order. The $\omega^2$ in the denominator of (18) lowers it by a relative $(\omega/\mathcal Dq^2)^2\approx0.03$. For a vertex $|U_i|$ that does not depend on $q$, (15) gives in this window a rate independent of $q$, and for $\mathcal Dq^2\ll\omega$ a rate proportional to $q^2$. Intervalley relaxation, which gives the valley populations another way to follow the strain, is not included.

Parts (a) to (e) have given the carrier-limited lifetime of an acoustic phonon for any degeneracy, with screening and with electron collisions. It remains to find how this damping lowers the thermal conductivity and to evaluate both for n-type silicon.

Numbers in the example were calculated in double precision.
